# Why a Longitudinal Field Lets Current Shift a Perpendicular Hysteresis Loop

## What happens

A magnetic film with perpendicular easy axis $z$ lies on a heavy metal carrying current along $x$. The current exerts a damping-like spin-orbit torque, equivalent to the field $B_{DL}\,(\mathbf m\times\hat{\mathbf y})$, where $\mathbf m$ is the unit magnetization and $B_{DL}$ changes sign with the current. For a round reversed domain with thin walls that move along the whole perimeter, the centre of the loop measured against $B_z$ lies at

$$B_{\rm centre}=-\frac{\pi}{2}\,B_{DL}\,C(h),\qquad h=\frac{B_x}{B_D}.$$

Here $B_D$ is the field by which the interfacial Dzyaloshinskii-Moriya interaction (DMI) holds the wall cores along the wall normal, and $C$ is the perimeter average of the $x$ component of the core direction. Without $B_x$ the cores on opposite sides of the domain are opposite, so $C(0)=0$: the current pushes the domain sideways without making it grow. A longitudinal field spoils the cancellation.

It need not reverse a core to do so. In the thin-wall model with static cores, two straight walls normal to $x$ stay balanced until $|B_x|$ exceeds $B_D$. The shift at small field comes from the flanks of the domain, whose cores turn towards $x$. Below $B_D$ the full shift requires every part of the wall to move outward, and so a fast enough sweep. In a very slow sweep the same model gives almost no shift there if the pinning field is at least $\frac{\pi}{2}|B_{DL}|$.

## Symmetry fixes the zero

Magnetization and magnetic field are axial vectors: a mirror preserves their component normal to the mirror plane and reverses the other two. Suppose the stack has the $xz$ plane as a mirror and the two branches of the loop are swept alike. This mirror keeps the current and $B_y$, and reverses $B_x$, $B_z$ and $m_z$. It turns the up-switching branch at $B_x$ into the down-switching branch at $-B_x$, with the sign of $B_z$ changed. Hence

$$B_{\rm centre}(J,B_x)=-B_{\rm centre}(J,-B_x),$$

and the centre vanishes at $B_x=0$ for any $J$. Since $B_y$ survives the mirror, a transverse field alone cannot shift the loop either. If the $yz$ plane is also a mirror, it reverses $J$, $B_y$, $B_z$ and $m_z$ but keeps $B_x$, so with $B_y=0$ the shift is odd in current too.

These statements do not depend on a wall model. They fail when the $xz$ mirror is broken, for instance by a thickness wedge across the current or by an easy axis tilted towards $y$. A tilt towards $x$ is not enough: the mirror turns the axis $(s,0,c)$ into $(-s,0,-c)$, which is the same axis.

## How the torque pushes a wall

Let $\mathbf n=(\cos\psi,\sin\psi)$ be the wall normal pointing out of an up domain and $\xi$ the distance along it. Write $\mathbf m=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$, with $\theta$ rising from 0 inside to $\pi$ outside and $\phi$ uniform through the wall. With exchange stiffness $A$ and effective anisotropy $K$, the energy per wall area is $\int(A\theta'^2+K\sin^2\theta)\,d\xi$. Its first integral is $A\theta'^2=K\sin^2\theta$, because both terms vanish in the domains. Therefore

$$\theta'=\frac{\sin\theta}{\Delta},\qquad \Delta=\sqrt{A/K},\qquad \int\sin\theta\,d\xi=\Delta\int_0^\pi d\theta=\pi\Delta .$$

I take the sign of $D$ so that the DMI energy density is $D[(\mathbf m\cdot\mathbf n)m_z'-m_z(\mathbf m\cdot\mathbf n)']$. Inserting $\mathbf m\cdot\mathbf n=\sin\theta\cos(\phi-\psi)$ gives $-D\theta'\cos(\phi-\psi)$, since $\sin^2\theta+\cos^2\theta=1$. Its integral is $-\pi D\cos(\phi-\psi)$. The longitudinal field adds $-M_sB_x\cos\phi\int\sin\theta\,d\xi$. The part of the wall energy that depends on $\phi$ is then

$$\sigma(\phi)=-\pi\Delta M_s\left[B_D\cos(\phi-\psi)+B_x\cos\phi\right],\qquad B_D=\frac{D}{M_s\Delta}.$$

For $D>0$ and $B_x=0$ each core points from up to down: these are homochiral Neel walls. The other sign of $D$ reverses every core but leaves $C$, and so the shift, unchanged, because the perimeter contains each normal and its opposite. For $D<0$, read $B_D$ as $|D|/(M_s\Delta)$ in $h$ and in the formulas for $C$.

When the wall moves outward by $dq$, the magnetization changes by $-\theta'\hat{\boldsymbol\theta}\,dq$, where $\hat{\boldsymbol\theta}=\partial\mathbf m/\partial\theta$. The pressure of a field $\mathbf B$ is its work per area and displacement, $p=-M_s\int\mathbf B\cdot\hat{\boldsymbol\theta}\,\theta'd\xi$. For $B_z$ we have $\hat{\mathbf z}\cdot\hat{\boldsymbol\theta}=-\sin\theta$, so

$$p_z=M_sB_z\int_0^\pi\sin\theta\,d\theta=2M_sB_z .$$

For the torque, cyclic permutation of the triple product and $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$ give

$$(\mathbf m\times\hat{\mathbf y})\cdot\hat{\boldsymbol\theta}=\hat{\mathbf y}\cdot(\hat{\boldsymbol\theta}\times\mathbf m)=-\hat{\mathbf y}\cdot\hat{\boldsymbol\phi}=-\cos\phi,$$

$$p_{DL}=M_sB_{DL}\cos\phi\int_0^\pi d\theta=\pi M_sB_{DL}\cos\phi .$$

Equating the two pressures, the torque acts on the wall as an easy-axis field

$$B_{z,\rm eq}=\frac{\pi}{2}B_{DL}\cos\phi .$$

The sign of this field is set by the core. For $B_{DL}>0$ the right wall of an up domain ($\cos\phi=1$) is pushed outward and the left wall ($\cos\phi=-1$) inward. Both move towards $+x$.

## Travel without growth

The moving wall obeys $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm tot}+\alpha\,\mathbf m\times\dot{\mathbf m}$, where $\mathbf B_{\rm tot}$ includes the torque field. In steady motion $\dot\phi=0$ and $\dot\theta=-v\theta'$, and the two components of the equation are

$$B_\theta=\frac{\alpha}{\gamma}\dot\theta,\qquad \dot\theta=\gamma B_\phi .$$

Multiply the first by $-M_s\theta'$ and integrate. The left side is the pressure $p$. On the right, $\int\theta'^2d\xi=\Delta^{-1}\int_0^\pi\sin\theta\,d\theta=2/\Delta$, so $p=2\alpha M_sv/(\gamma\Delta)$ and

$$v=\frac{\gamma\Delta}{\alpha}\,\frac{\pi}{2}B_{DL}\cos\phi .$$

Multiply the second by $M_s\sin\theta$ and integrate. The left side is $-2M_sv$. On the right, $M_s\int B_\phi\sin\theta\,d\xi=-\partial\sigma/\partial\phi$; the torque field adds a term proportional to $\int\sin\theta\cos\theta\,d\xi=0$. For the right wall at $B_x=0$ this gives $2M_sv=\gamma\pi D\sin\phi$, or $v=\frac{\pi}{2}\gamma\Delta B_D\sin\phi$. Dividing the two results,

$$\tan\phi=\frac{B_{DL}}{\alpha B_D}.$$

The current turns moving cores away from the normal, but by equal amounts on both sides, so the domain still travels at constant width.

## How the longitudinal field unbalances the perimeter

Minimizing $\sigma(\phi)$ puts the core along $B_D\mathbf n+B_x\hat{\mathbf x}$. For $h\ge0$,

$$\cos\phi=\frac{h+\cos\psi}{r},\qquad r^2=1+h^2+2h\cos\psi .$$

Two straight walls, $\psi=0$ and $\pi$, have $\cos\phi=1$ and $(h-1)/|h-1|$. Their mean is zero for $h<1$ and one for $h>1$: a step. A closed domain contains all normals. From $r^2$ we have $\cos\psi=(r^2-1-h^2)/2h$, so $h+\cos\psi=(r^2+h^2-1)/2h$ and

$$C(h)=\frac{1}{2h}\left[\langle r\rangle+(h^2-1)\langle r^{-1}\rangle\right].$$

With $\cos\psi=1-2\sin^2(\psi/2)$, $r^2=(1+h)^2[1-m\sin^2(\psi/2)]$, where $m=4h/(1+h)^2$. The averages are complete elliptic integrals of parameter $m$: $\langle r\rangle=\frac{2}{\pi}(1+h)\mathcal E(m)$ and $\langle r^{-1}\rangle=\frac{2}{\pi}\mathcal K(m)/(1+h)$. Thus

$$C(h)=\frac{(1+h)\,\mathcal E(m)+(h-1)\,\mathcal K(m)}{\pi h},\qquad C(-h)=-C(h).$$

Three cases show the mechanism.

- **Weak field.** To first order, $\cos\phi\approx(h+\cos\psi)(1-h\cos\psi)\approx\cos\psi+h\sin^2\psi$. The average is $h/2$. The weight $\sin^2\psi$ vanishes at the leading and trailing walls and peaks on the flanks.
- **$B_x=B_D$.** Here $\cos\phi=\cos(\psi/2)$ for $|\psi|<\pi$, and $C=2/\pi\approx0.64$. The response is not yet saturated.
- **Strong field.** Expansion to order $h^{-2}$ gives $\cos\phi\approx1-\sin^2\psi/(2h^2)$, so $C\approx1-1/(4h^2)$.

## From wall pressure to loop shift

Keep the cores at their static angles, and let a wall driven by the equivalent field $b$ move at speed $\mu(|b|-B_p)$ when $|b|$ exceeds a pinning field $B_p$, and rest otherwise. Let switching require a mean outward speed $\mu B_r$, set by the sweep rate. Write $a=\frac{\pi}{2}B_{DL}$.

For an up domain the outward drive is $B_z+a\cos\phi$. If every segment moves outward, the perimeter average gives $B_z+aC-B_p=B_r$. A down domain grows under $-(B_z+a\cos\phi)$. Its cores point inward at zero field, but its perimeter contains the same set of core directions, so the mean is again $C$. The two switching fields are

$$B_z^{\uparrow}=B_p+B_r-aC,\qquad B_z^{\downarrow}=-(B_p+B_r)-aC .$$

Half their sum is $-aC$, the result stated at the start; half their difference is $B_p+B_r$. The condition that all segments move is $B_r>a(C-\cos\phi_{\min})$ for the up domain and $B_r>a(\cos\phi_{\max}-C)$ for the down domain.

Now suppose that $B_p\ge a$, so that pinning can keep the unfavoured segments from retreating. In a slow enough sweep only the most favoured segments move. At $B_x=0$ each domain then has one favoured side, so the current narrows the loop without shifting it. As $B_r\to0$ the two switching fields tend to $B_p-a\cos\phi_{\max}$ and $-B_p-a\cos\phi_{\min}$. For $|B_x|<B_D$ the perimeter still contains cores along both $+x$ and $-x$, so the centre tends to zero. With weaker pinning or a larger current, $B_p<a$, these limits do not apply: some segments retreat while others advance, growth depends on their balance, and for $0<|B_x|<B_D$ part of the shift remains even in a slow sweep.

## How large it is

Take round values in the regime of 1 nm of cobalt on 5 nm of platinum: $M_s=1.0$ MA/m, $A=15$ pJ/m, $K=0.5$ MJ/m³, $D=0.5$ mJ/m², $\alpha=0.3$, spin Hall angle $\theta_{SH}=0.10$ and $J=10^{11}$ A/m². Then

$$\Delta=\sqrt{\frac{1.5\times10^{-11}}{5\times10^5}}\ {\rm m}=5.48\ {\rm nm},\qquad B_D=\frac{5\times10^{-4}}{10^6\times5.48\times10^{-9}}\ {\rm T}=91.3\ {\rm mT}.$$

If the film absorbs the whole spin current, the angular momentum arriving per area and time, $\hbar\theta_{SH}J/2e$, equals $M_stB_{DL}$:

$$B_{DL}=\frac{\hbar\,\theta_{SH}J}{2eM_st}=3.29\ {\rm mT},\qquad a=\frac{\pi}{2}B_{DL}=5.17\ {\rm mT}.$$

The weak-field slope is $a/(2B_D)=0.028$ mT of shift per mT of $B_x$. The thin-wall formula gives:

| $B_x$ (mT) | $C$ | centre (mT) |
|---|---|---|
| 0 | 0 | 0 |
| 45.6 | 0.259 | −1.34 |
| 91.3 | 0.637 | −3.29 |
| 182.6 | 0.934 | −4.83 |

Integrating the equation of motion for a full one-dimensional profile with two walls normal to $x$ tests the mechanism. At $B_x=0$ the domain travels at 16.5 m/s, as the formula predicts, and its width does not change. At $B_x=2B_D$ it widens at 40.0 m/s; reversing either the current or $B_x$ makes it shrink at the same rate. With $B_y=2B_D$ instead, the growth is zero.

The sweep rate matters. With $B_p=10$ mT and $B_r=12$ mT, all segments move and the centre at $h=0.5$ is −1.34 mT. This value keeps the cores static. At free-flow mobility $B_r=12$ mT means a mean wall speed near 39 m/s, which turns the most weakly held cores by up to about 50°; letting the cores turn moves the centre to about −1.42 mT. With $B_r=0.2$ mT the static-core centre is −0.49 mT. In that slow sweep at $B_x=0$ the half-width is 6.1 mT, against $B_p+B_r=10.2$ mT without current, and the centre stays at zero.

## What the thin-wall model leaves out

**Domain tilt.** $B_x$ also tilts the domains, by $\sin\theta_d=B_x/B_K$ with $B_K=2K/M_s=1.0$ T. An aligned wall then sweeps the angle $\pi-2\theta_d$ instead of $\pi$, while the pressure of $B_z$ falls to $2M_sB_z\cos\theta_d$. Its equivalent field is

$$B_{z,\rm eq}=B_{DL}\,\frac{\pi-2\theta_d}{2\cos\theta_d}.$$

At $2B_D$ the tilt is 10.5° and this field is 4.64 mT, 10% below $a$. Applying $B_z=-4.64$ mT stops the computed growth, which tests the expression.

For closed domains, the torque pressure was computed from relaxed full profiles at 16 wall normals. The mean core is 0.230 at $h=0.5$ and 0.817 at $h=1.5$, which is 11% and 7% below the thin-wall values 0.259 and 0.877. Halving $D$ at fixed $h$, and so halving the tilt, gives 0.244 and 0.846. Linear extrapolation to zero tilt gives 0.259 and 0.874, which identifies tilt as the main source of the difference. These are averages of pressure, whereas the loop model averages speeds, and tilt also lowers the drag of aligned walls and raises that of opposed ones (see below). Weighting each normal by its mobility gives 0.261 at $h=0.5$ and 0.819 at $h=1.5$. When the whole perimeter moves, the reduction at $h=0.5$ therefore does not carry over to the loop shift, while that at $h=1.5$ does.

Tilt also unbalances straight walls below $B_D$. At $B_x=0.5B_D$ the computed domain widens at 1.9 m/s, small beside 40 m/s but not zero. To see why, note that the first integral becomes $A\theta'^2=K(\sin\theta-\sin\theta_d)^2$. The drag integral $\Delta\int\theta'^2d\xi$ is then $2\cos\theta_d-(\pi-2\theta_d)\sin\theta_d=1.86$ for the aligned wall and $2\cos\theta_d+(\pi+2\theta_d)\sin\theta_d=2.15$ for the opposed one. Dividing the swept angles, 3.05 and 3.23, by these gives 1.64 and 1.51. The difference, times $\gamma\Delta B_{DL}/\alpha\approx10.6$ m/s, is 1.4 m/s. The rest comes largely from the current turning the opposed core more, because it is held by $B_D-B_x$ rather than $B_D+B_x$; multiplying each wall's speed by $\cos\phi$, with core turns given by $\tan\phi=B_{DL}/[\alpha(B_D\pm B_x)]$, raises the estimate to 1.8 m/s.

**Wall charge.** A Neel wall carries magnetic charge, which adds an energy $2\Delta K_w\cos^2(\phi-\psi)$. A thin-film estimate, $K_w=\frac12\mu_0M_s^2\,t\ln2/(\pi\Delta)$, gives $B_w=4K_w/(\pi M_s)=32$ mT. This is leading order in $t/\Delta$; keeping the finite thickness gives 31 mT and lowers the mean core 0.374 quoted below to 0.368. In units of $\pi\Delta M_s$ the energy near the normal has curvature $B_D-B_w$. This is positive, so the zero-field walls remain Neel walls, but their cores are softer. The weak-field slope rises by $B_D/(B_D-B_w)\approx1.5$. At $h=0.5$ the mean core becomes 0.374 instead of 0.259, and the shift 1.9 mT instead of 1.3 mT. Among the static corrections to the weak-field shift sized here this is the largest.

**Temperature.** Let $s$ be distance along the wall. For small core angles the energy per wall length is $t[2A\Delta(\partial_s\phi)^2+\frac12\pi D\phi^2]$. Equipartition over the modes of wavenumber $q$ gives

$$\langle\phi^2\rangle=\int\frac{dq}{2\pi}\,\frac{k_BT}{t(4A\Delta q^2+\pi D)}=\frac{k_BT}{2t\sqrt{4\pi A\Delta D}} .$$

For a straight wall without the charge term, the rms angle at 300 K is 17°, which shortens the thermal average of an individual core at $B_x=0$ by about 5%. At $B_x=0$ it does so equally on opposite sides.

**Oersted field, heating and curvature.** The Oersted field under the film's own mirror symmetry points along $y$ and is 0.31 mT, so it does not shift the loop. Heat flowing through 100 nm of oxide (1.4 W/(m K)), with platinum at 40 µΩ cm, warms the strip by about 1.4 K above the substrate surface. Heating is even in current and cannot by itself produce a shift odd in $J$. Wall tension acts as a shrinking field of 9.4 mT at a radius of 500 nm. It exceeds the shift but opposes growth of both polarities alike, so at leading order it widens the loop.

## Beside real films

The parameters are rough values for platinum/cobalt. A spin Hall angle near 0.1 and a shift of a few mT per $10^{11}$ A/m² are of the usual order; $D$ is on the low side, and 1 mJ/m² would be equally reasonable. Doubling $D$ at fixed $\Delta$ doubles $B_D$ and halves the thin-wall slope. One assumption that a real film can break is uniform motion of the whole perimeter: near the coercive field walls can creep between pinning sites, which favours the easiest segments. In the slow-sweep case the shift at $h=0.5$ is smaller by a factor of 2.7, and a still slower sweep reduces it further. With the free-flow mobility $\gamma\Delta/\alpha$, moving every segment at $h=0.5$ needs a mean wall speed of about 20 m/s, far above that in an ordinary quasi-static loop. The thin-wall curve below $B_D$ is therefore not a prediction for such loops. The sweep rate matters much less once all cores are nearly aligned: at $h=2$ the fast and slow centres agree to 0.01 mT.

## What to do about it

**To measure the torque,** work on the plateau, at $B_x$ of about $2B_D$ or more but well below $B_K$, and correct both for tilt and for the incomplete alignment of the cores: at $h=2$ a closed domain still lies about 6% below the tilt-corrected field of an aligned wall. Reading the shift at $h=1.5$ as the full $\frac{\pi}{2}B_{DL}$ would underestimate the torque by 18% in the full-profile model. The weak-field slope is a poor substitute, since it depends on $D$, wall charge and sweep rate.

**Take half the difference between loops at $+J$ and $-J$.** If the magnet is misaligned by 1° out of the plane, 182.6 mT contributes $182.6\sin1°=3.2$ mT along $z$, comparable with the signal. This offset does not change sign with the current and cancels. Repeating at $-B_x$ checks the second oddness.

**To estimate the DMI,** treat the field at which the shift levels off as a rough measure of $B_D$. The thin-wall curve has reached only 64% of its plateau at $B_x=B_D$, and wall charge raises the curve below $B_D$.

**To obtain a shift without an applied field,** break the $xz$ mirror. An internal longitudinal field, from exchange bias or a neighbouring magnet, does this; so can a thickness wedge across the current or an easy axis tilted towards $y$. More current through a mirror-symmetric stack moves domains faster and may narrow the loop, but it does not choose between up and down.

The full set of values is in the numerical output below.

## Table of computed values

```
Inputs: Ms 1.0 MA/m, A 15 pJ/m, K 0.5 MJ/m3
Inputs: D 0.5 mJ/m2, Co 1 nm, Pt 5 nm
Inputs: J 1.0e+11 A/m2, spin Hall 0.10, damping 0.3, T 300 K
Wall width Delta: 5.477 nm
Anisotropy field B_K: 1.000 T
DMI field B_D: 91.3 mT
Torque field B_DL: 3.291 mT
Largest loop shift (pi/2) B_DL: 5.170 mT
Small-field slope |centre|/Bx: 0.0283 (mT per mT)
Bx 0.0 mT (h=0.0): mean core 0.0000, centre -0.000 mT
Bx 9.1 mT (h=0.1): mean core 0.0501, centre -0.259 mT
Bx 45.6 mT (h=0.5): mean core 0.2587, centre -1.337 mT
Bx 91.3 mT (h=1.0): mean core 0.6366, centre -3.291 mT
Bx 136.9 mT (h=1.5): mean core 0.8773, centre -4.535 mT
Bx 182.6 mT (h=2.0): mean core 0.9342, centre -4.830 mT
Full profile h=0.5: mean core 0.2298; half DMI 0.2442; extrapolated 0.2586
Full profile h=1.5: mean core 0.8174; half DMI 0.8455; extrapolated 0.8737
LLG domain travel speed, Bx=0: 16.50 m/s
Formula for travel speed: 16.50 m/s
Core turn by current in moving wall, Bx=0: 6.85 deg
LLG width growth, Bx=0: 0.000 m/s
LLG width growth, Bx=2B_D: 40.007 m/s
LLG width growth, Bx=2B_D, current reversed: -40.007 m/s
LLG width growth, Bx=-2B_D: -40.007 m/s
LLG width growth, By=2B_D: 0.000 m/s
LLG width growth, Bx=0.5B_D: 1.860 m/s
LLG width growth, Bx=2B_D with stalling Bz: 0.000 m/s
Formula for growth, Bx=2B_D: 40.21 m/s
Stalling Bz magnitude, Bx=2B_D: 4.643 mT
Domain tilt, Bx=2B_D: 10.52 deg
Loop model: pinning 10.0 mT, rate fields: fast 12.0 mT, slow 0.2 mT
Loop fast, h=0.0: centre 0.000 mT, half-width 22.000 mT
Loop fast, h=0.5: centre -1.337 mT, half-width 22.000 mT
Loop fast, h=2.0: centre -4.830 mT, half-width 22.000 mT
Loop slow, h=0.0: centre 0.000 mT, half-width 6.138 mT
Loop slow, h=0.5: centre -0.489 mT, half-width 6.326 mT
Loop slow, h=2.0: centre -4.831 mT, half-width 10.157 mT
Wall-charge field: 32.2 mT
Mean core at h=0.5 with wall charge: 0.3740 (no unit)
Thermal rms core angle: 17.3 deg
Thermal reduction of core, phi^2/2: 4.6 %
Oersted field along y: 0.314 mT
Heating inputs: 40 uOhm cm, oxide 100 nm, 1.4 W/(m K)
Joule heating across oxide: 1.43 K
Curvature field at radius 500 nm: 9.38 mT
```
